# Free-Energy Components Depend on the Order of Switching

A particle on a line sits in a harmonic well $kx^2/2$. Two forces of equal strength and opposite direction are switched on, the first through the potential $V_1=gx$ with coupling $a$, the second through $V_2=-gx$ with coupling $b$. Both couplings run from 0 to 1. The potential is

$$U(x;a,b)=\tfrac12 kx^2+(a-b)gx=\tfrac12 k\left(x+\frac{(a-b)g}{k}\right)^2-\frac{(a-b)^2g^2}{2k}.$$

The square has been completed: expanding it gives back the linear term and an extra $(a-b)^2g^2/(2k)$, which the last term removes. The forces therefore shift the well and lower it without changing its shape. A shift does not alter an integral over all $x$, so the free energy changes by the lowering alone:

$$F(a,b)-F(0,0)=-\frac{(a-b)^2g^2}{2k}.$$

Take $k=0.004$ Ha/bohr² and $g=0.004$ Ha/bohr, so that $g^2/(2k)=0.002$ Ha. If $V_1$ is switched on first, the free energy falls by 0.002 Ha while $V_1$ grows and rises by 0.002 Ha while $V_2$ grows. If $V_2$ is switched on first, it is $V_2$ that lowers the free energy and $V_1$ that raises it. The total is zero both times, as it must be, since the final potential is the initial one. The part credited to $V_1$ is $-0.002$ Ha in one order and $+0.002$ Ha in the other.

So the question "does $V_1$ stabilize the system?" has no answer here until the order is named.

## The belief and its appeal

The belief is this: if the potential energy is a sum of interaction terms, the free-energy change is a sum of contributions from those terms, and each contribution is a property of the initial and final states, as the total is.

There is much to recommend it. The mean energy does divide in this way: in a given equilibrium state, $\langle V_1\rangle$ and $\langle V_2\rangle$ are definite numbers whatever the history. Thermodynamic integration then writes the free-energy change as an integral of such averages, one integral for each term. The integrals add up to the right total, and repeating the calculation reproduces each of them. It is natural to conclude that each measures something about the end states.

The weak point is that the averages are taken in the intermediate states, and these belong to the path. The average of $V_1$ depends on how much of $V_2$ is already present.

## The total is a state function

Let the nuclei be classical, with fixed particle number, volume and temperature, and let $\beta=1/kT$. (In the product $kT$, $k$ is Boltzmann's constant; elsewhere it is the spring constant.) Let $x$ stand for all nuclear coordinates. The masses do not depend on the couplings, so the momentum integrals give a constant factor that cancels in free-energy differences. What remains is

$$Z(a,b)=\int e^{-\beta U(x;a,b)}\,dx,\qquad F=-kT\ln Z .$$

I assume that $U$ is smooth in $a$ and $b$, and that the integrals below converge well enough to be differentiated under the integral sign and to give continuous results. A repulsion that diverges at contact can violate this at the end of a linear switching path, and then needs a softened form.

Subscripts $a$ and $b$ on $U$, $F$ and $Z$ denote partial derivatives. Differentiating the logarithm gives

$$F_a=-\frac{kT}{Z}\int(-\beta U_a)e^{-\beta U}dx=\langle U_a\rangle,$$

because $kT\beta=1$. In the same way $F_b=\langle U_b\rangle$, and therefore

$$dF=\langle U_a\rangle\,da+\langle U_b\rangle\,db .$$

For a path $C$ from $(0,0)$ to $(1,1)$ define the components

$$A_1[C]=\int_C\langle U_a\rangle\,da,\qquad A_2[C]=\int_C\langle U_b\rangle\,db .$$

Their sum is the integral of $dF$, which is $F(1,1)-F(0,0)$ on every path. Nothing in this argument makes either integral separately independent of the path.

## What each order measures

Consider the two paths that switch one coupling at a time. When $a$ changes at fixed $b$, the whole change of $F$ goes into $A_1$. Hence

$$A_1(\text{first})=F(1,0)-F(0,0),\qquad A_1(\text{last})=F(1,1)-F(0,1).$$

Both are genuine free-energy differences, but between different pairs of states. The first is the cost of adding term 1 to the bare system; the second is its cost when term 2 is already there.

Free-energy perturbation shows the same thing. For $U=U_0+aV_1+bV_2$,

$$\frac{Z(1,b)}{Z(0,b)}=\frac{\int e^{-\beta V_1}e^{-\beta(U_0+bV_2)}dx}{\int e^{-\beta(U_0+bV_2)}dx}=\left\langle e^{-\beta V_1}\right\rangle_{0,b},$$

so that

$$F(1,b)-F(0,b)=-kT\ln\left\langle e^{-\beta V_1}\right\rangle_{0,b}.$$

The quantity averaged is the same for $b=0$ and $b=1$. The ensemble is not.

To find the difference between the two orders, integrate the mixed derivative over the square of couplings, first over $b$ and then over $a$:

$$\int_0^1\!da\int_0^1\!db\,F_{ab}=\int_0^1\!da\,[F_a(a,1)-F_a(a,0)]$$
$$=F(1,1)-F(0,1)-F(1,0)+F(0,0).$$

The right-hand side is $A_1(\text{last})-A_1(\text{first})$. Therefore

$$A_1(\text{first})-A_1(\text{last})=-\int_0^1\!\int_0^1F_{ab}\,da\,db .$$

## The mixed derivative is a correlation

Write $F_a=N/Z$ with $N=\int U_a e^{-\beta U}dx$. Changing $b$ affects the numerator and the normalization:

$$N_b=\int(U_{ab}-\beta U_aU_b)e^{-\beta U}dx,\qquad Z_b=-\beta\int U_be^{-\beta U}dx .$$

The quotient rule gives

$$F_{ab}=\frac{N_b}{Z}-\frac{N}{Z}\frac{Z_b}{Z}=\langle U_{ab}\rangle-\beta\langle U_aU_b\rangle+\beta\langle U_a\rangle\langle U_b\rangle .$$

The last two terms are $-\beta$ times the covariance $\mathrm{Cov}(U_a,U_b)=\langle U_aU_b\rangle-\langle U_a\rangle\langle U_b\rangle$. The difference between the orders is thus

$$A_1(\text{first})-A_1(\text{last})=-\iint\langle U_{ab}\rangle\,da\,db+\beta\iint\mathrm{Cov}(U_a,U_b)\,da\,db .$$

Since the total is common to both orders, $A_2$ differs between the same two paths by the opposite amount.

When $U$ is linear in the couplings, $U_{ab}=0$, $U_a=V_1$ and $U_b=V_2$, and the covariance term remains. Its sign has a simple meaning. Where the covariance is positive, configurations with low $V_2$ tend to have low $V_1$, and a small increase of $b$ moves the population towards them and lowers $\langle V_1\rangle$. If the covariance is positive throughout the square, $V_1$ costs less after $V_2$ than it would have cost at the start. A positive value at the start alone is not enough: a pull can carry the particle towards an attractive well and then past it, and the covariance changes sign on the way.

The opening example can be checked against this formula. For forces $V_1=g_1x$ and $V_2=g_2x$, the distribution of $x$ is a Gaussian with variance $kT/k$ at any $a$ and $b$. The covariance is $g_1g_2\,kT/k$, and multiplication by $\beta$ cancels the thermal energy:

$$A_1(\text{first})-A_1(\text{last})=\frac{g_1g_2}{k}.$$

With $g_1=-g_2=g$ this is $-g^2/k=-0.004$ Ha, which is the difference between $-0.002$ and $+0.002$ Ha. In this model the ambiguity does not shrink on cooling: the fluctuations become smaller, but the factor $\beta$ compensates.

## A repulsion and a pull

In the opening example the total was zero, which may look special. Now keep the same well and let $V_1$ be a repulsive bump at its centre and $V_2$ a uniform pull:

$$V_1=h\,e^{-x^2/(2w^2)},\qquad V_2=-fx .$$

The round parameters are $h=0.003$ Ha, $w=0.5$ bohr, $f=0.004$ Ha/bohr and $kT=0.001$ Ha, a temperature of about 316 K. The averages are computed by numerical quadrature, not by sampling. The particle is treated as classical, which requires a heavy mass in this well. For a proton, $\hbar\sqrt{k/m}$ is about $1.5\,kT$; a quantum treatment then changes the difference between the orders from 0.00121 to 0.00116 Ha and the total from $-0.00149$ to $-0.00144$ Ha, and $F_{ab}$ is no longer $-\beta$ times the plain covariance. For the mass of a carbon atom these two numbers move by about 0.00001 Ha.

Without the bump, the pull moves the mean position from 0 to $f/k=1$ bohr. The mean of $V_1$ over the unperturbed particle is 0.00212 Ha. Over the pulled particle it is 0.00078 Ha, because the particle is now mostly on the flank of the bump. The repulsion should cost less if it comes last, and it does:

| Switching | $A_1$ (Ha) | $A_2$ (Ha) | Sum (Ha) |
|---|---:|---:|---:|
| $V_1$ first | 0.00172 | −0.00321 | −0.00149 |
| $V_2$ first | 0.00051 | −0.00200 | −0.00149 |
| simultaneous | 0.00120 | −0.00269 | −0.00149 |

One entry can be found by hand: with $V_2$ first, the pull acts on the bare harmonic well, and $A_2=-f^2/(2k)=-0.002$ Ha. The total is $-3.91$ kJ/mol in all three rows.

The repulsion component changes by

$$0.00172-0.00051=0.00121\ \text{Ha},$$

or 3.17 kJ/mol. This is larger than $kT$ and comparable with the total. The covariance integral, computed separately over the square of couplings, also gives 0.00121 Ha.

These numbers contain no sampling noise. A simulation would only estimate 0.00172 and 0.00051 Ha; longer trajectories would bring each estimate closer to its own value, not the two together. In a simulation the two kinds of disagreement must be kept apart. If two orders give different totals beyond their statistical errors, something is wrong, such as poor equilibration or too coarse an integration over the couplings. If they give different components, that alone is no sign of error.

## A cycle that seems to produce free energy

Go round the square: switch on $V_1$, switch on $V_2$, switch off $V_1$, switch off $V_2$. The system is back where it began, and the total change is zero. The first and third steps contribute to $A_1$:

$$[F(1,0)-F(0,0)]+[F(0,1)-F(1,1)]=A_1(\text{first})-A_1(\text{last}).$$

In the example this is $+0.00121$ Ha, and the component of $V_2$ is $-0.00121$ Ha. A state function returns to its initial value after a cycle. The component of $V_1$ has grown by 0.00121 Ha and would grow by the same amount in each further cycle, though the system ends each one unchanged. It is the behaviour of work or heat, not of a free energy.

## When the parts do not depend on the path

For paths that change only $a$ and $b$, the belief holds under a definite condition: $A_1$ is the same for every path in the square if and only if $F_{ab}=0$ throughout it.

Suppose first that $F_{ab}=0$ everywhere. Then $F_a$ does not depend on $b$, so $F=p(a)+q(b)$ for some functions $p$ and $q$. On any path $A_1=\int p'(a)\,da=p(1)-p(0)$.

Suppose instead that $F_{ab}\neq0$ at some point. By continuity it keeps its sign in a small rectangle nearby. Take two paths that coincide except that one goes from the lower left to the upper right corner of the rectangle along the bottom and right edges, the other along the left and top edges. By the argument used for the full square, their values of $A_1$ differ by minus the integral of $F_{ab}$ over the rectangle, which is not zero.

For the two single-switch orders to agree, less is needed: the integral over the whole square must vanish, which could also happen by cancellation.

A clear case of path independence is that of two independent coordinates. If $U_0=u(x)+v(y)$, and $V_1$ depends on $x$ alone and $V_2$ on $y$ alone, then $Z$ is a product of a function of $a$ and a function of $b$, and $F$ is a sum. It is not enough, however, that the two terms act on different coordinates. Let the bump act on $x$ and the pull on $y$, in a well $k(x^2+y^2)/2+cxy$. For $c=0$ the order makes no difference. For $c=0.002$ Ha/bohr² the two values of $A_1$ differ by 0.00062 Ha. The pull displaces $y$, and the coupling passes the displacement on to $x$: at fixed $y$ the well is lowest where $kx+cy=0$, that is, at $x=-cy/k$.

Nor is it enough to find no correlation at the start. In the one-dimensional example with $b=0$, the probability density is even in $x$, $V_1$ is even and $V_2$ is odd. Both $\langle V_1V_2\rangle$ and $\langle V_2\rangle$ vanish, and so does the covariance. Yet at $a=0$, $b=1$ the covariance divided by $kT$ is 0.00156 Ha. The pull breaks the symmetry that had hidden the correlation.

## Does simultaneous switching settle the matter?

One may hope to remove the ambiguity by treating the terms equally and setting $a=b$ along the path. This selects one path; it does not make the result independent of the path. Since $A_1$ on the diagonal is $\int_0^1F_a(a,a)\,da$,

$$A_1(\text{first})-A_1(\text{diagonal})=\int_0^1[F_a(a,0)-F_a(a,a)]\,da=-\int_0^1\!da\int_0^a\!db\,F_{ab}.$$

The difference is an integral over the triangle below the diagonal. In the bump example it is $0.00172-0.00120=0.00052$ Ha. The triangle above the diagonal supplies the other $0.00120-0.00051=0.00069$ Ha. The halves are unequal, so the diagonal value, 0.00120 Ha, is not the mean of the two orders, 0.00111 Ha. "Treat both terms equally" therefore has at least two meanings, with different results.

For the linear forces, $F_{ab}=-g_1g_2/k$ is constant, the two triangles contribute equally, and the diagonal does give the mean. The agreement requires the two triangle integrals to be equal. This is guaranteed when $F_{ab}$ is constant, or more generally unchanged by exchanging $a$ and $b$, since the exchange maps one triangle onto the other. It should not be expected otherwise.

## When the electrons respond

In Born–Oppenheimer molecular dynamics, when the electronic gap is large compared with $kT$, the potential felt by the nuclei is an electronic ground-state energy. If two finished energy surfaces are added with coefficients $a$ and $b$, $U$ is linear in the couplings as above. If the couplings enter the electronic Hamiltonian, $H=H_0+aW_1+bW_2$, the ground-state energy is in general not linear in them, and the term $\langle U_{ab}\rangle$ comes into play.

Let $|n\rangle$ be the normalized eigenstates of $H$ at fixed nuclei, with energies $E_n$ and a nondegenerate ground state $|0\rangle$. The part of $U$ that depends on the couplings is $E_0=\langle0|H|0\rangle$. Differentiating it gives $\langle0|W_1|0\rangle$ plus $E_0$ times the derivative of $\langle0|0\rangle=1$, which is zero. Hence $U_a=\langle0|W_1|0\rangle$, the Hellmann–Feynman result.

To differentiate again, take the $b$ derivative of $(H-E_0)|0\rangle=0$ and project on $\langle n|$ with $n\neq0$:

$$(E_n-E_0)\langle n|\partial_b0\rangle=-\langle n|W_2|0\rangle .$$

The phase of $|0\rangle$ can be chosen so that $\langle0|\partial_b0\rangle=0$. Then

$$U_{ab}=2\,\mathrm{Re}\,\langle0|W_1|\partial_b0\rangle=2\,\mathrm{Re}\sum_{n\neq0}\frac{\langle0|W_1|n\rangle\langle n|W_2|0\rangle}{E_0-E_n}.$$

This sum holds for eigenstates of a Hamiltonian linear in the couplings. In a self-consistent method the effective Hamiltonian also changes with the density, and $U_{ab}$ must include that response. The formula for the difference between the orders needs only the correct $U_{ab}$.

A two-state model shows the size of the effect. Let

$$H=\begin{pmatrix}s&-t\\-t&-s\end{pmatrix},\qquad s=aw_1+b(w_2+\eta x),\qquad E_0=-\sqrt{t^2+s^2},$$

with $t=0.02$ Ha, $w_1=w_2=0.01$ Ha and $\eta=0.004$ Ha/bohr. Hold the nucleus at $x=0$, so that there is no thermal motion and no covariance. With $s=0$, 0.01 and 0.02 Ha for no bias, one and two, the difference between the orders is

$$E_0(1,0)+E_0(0,1)-E_0(0,0)-E_0(1,1)=-2\sqrt{t^2+w_1^2}+t+\sqrt{t^2+4w_1^2}.$$

Its value is 0.00356 Ha. The electrons have adapted to the first bias before the second arrives, and this by itself makes the parts depend on the order.

Now let the nucleus move in the harmonic well at $kT=0.001$ Ha. The component $A_1$ is $-0.00236$ Ha if $a$ is switched first and $-0.00649$ Ha if it is switched last. The difference of 0.00413 Ha consists of 0.003685 Ha from $\langle U_{ab}\rangle$ and 0.000447 Ha from the thermal covariance. In this model most of the order dependence is electronic.

## What can be reported

The total $F(1,1)-F(0,0)$ may be reported without naming a path. A component may be reported together with its path, and for single-switch orders it has a clear meaning: "the free energy of adding the repulsion to the pulled particle" names two states and is a proper free-energy difference. "The repulsive contribution to the free energy" does not, unless $F$ has been shown to separate, and even then it is fixed only for paths that change nothing but $a$ and $b$. In the two-coordinate example with $c=0$ at both ends, $A_1$ is 0.00172 Ha in either order; if $c=0.002$ Ha/bohr² is switched on before the two terms and off after them, $A_1$ is 0.00151 Ha with the bump first and 0.00089 Ha with the bump last.

The interaction between the two terms also has a definite value,

$$F(1,1)-F(1,0)-F(0,1)+F(0,0)=A_1(\text{last})-A_1(\text{first}).$$

It is fixed by four states and needs no path. In the bump example it is $-0.00121$ Ha: the two terms together cost that much less than the sum of their separate costs. This amount belongs to the pair. A switching order decides which term is credited with it; the physics of the end states does not. The numerical check tests these relations by quadrature.

## Values computed for the example and the checks

```
thermal energy kT: 0.001000 Ha
temperature: 315.8 K
spring constant k: 0.004000 Ha/bohr^2
repulsion height: 0.003000 Ha
repulsion width: 0.500000 bohr
uniform force f: 0.004000 Ha/bohr
-- repulsion V1 and uniform force V2 = -f x --
<V1> at a=0, b=0: 0.002121 Ha
<V1> at a=1, b=0: 0.001289 Ha
<V1> at a=0, b=1: 0.000780 Ha
<V1> at a=1, b=1: 0.000329 Ha
mean x at a=0, b=0: 0.000000 bohr
mean x at a=0, b=1: 1.000000 bohr
V1 first: A1: 0.001717 Ha
V1 first: A2: -0.003206 Ha
V2 first: A1: 0.000510 Ha
V2 first: A2: -0.002000 Ha
simultaneous: A1: 0.001201 Ha
simultaneous: A2: -0.002690 Ha
mean of A1 over the two orders: 0.001114 Ha
total free-energy change: -0.001490 Ha
total free-energy change: -3.911 kJ/mol
A1(first) - A1(last): 0.001206 Ha
A1(first) - A1(last): 3.167 kJ/mol
covariance integral over square / kT: 0.001206 Ha
perturbation formula for V1, reference b=0: 0.001717 Ha
perturbation formula for V1, reference b=1: 0.000510 Ha
closed cycle: A1: 0.001206 Ha
closed cycle: A2: -0.001206 Ha
d2F/dadb at a=0.4, b=0.6, finite difference: -0.001639 Ha
d2F/dadb at a=0.4, b=0.6, covariance formula: -0.001639 Ha
Cov(V1,V2)/kT at a=0, b=0: 0.000000 Ha
Cov(V1,V2)/kT at a=0, b=1: 0.001561 Ha
-- opposing linear forces, g1 = f, g2 = -f --
V1 first: A1: -0.002000 Ha
V1 first: A2: 0.002000 Ha
V2 first: A1: 0.002000 Ha
V2 first: A2: -0.002000 Ha
-- V1 on x, V2 on y --
coordinate coupling c: 0.002000 Ha/bohr^2
order difference of A1, uncoupled: 0.000000 Ha
order difference of A1, coupled: 0.000620 Ha
-- two-state electronic model --
electronic mixing t: 0.020000 Ha
first bias w1: 0.010000 Ha
second bias w2 at x=0: 0.010000 Ha
slope of second bias: 0.004000 Ha/bohr
total free-energy change: -0.009384 Ha
a first: A1: -0.002361 Ha
b first: A1: -0.006492 Ha
order difference of A1: 0.004132 Ha
electronic-response part: 0.003685 Ha
thermal-covariance part: 0.000447 Ha
order difference of A1, nucleus fixed at x=0: 0.003563 Ha
```
